# Thermal mismatch stress in a thin film on a thick substrate, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a clamped bar to the film stress

### What goes wrong without the result

A rhodium film is free of stress on a silicon wafer at 500 K, and the pair is cooled to 300 K. What stress does the film carry?

Detached, the film would contract by a fraction $1.760\times10^{-3}$. Multiplying this by the film's stiffness against equal stretching in two directions, 513.5 GPa, gives 0.90 GPa. That is wrong, because the wafer contracts too. With the difference of the contractions, but with Young's modulus as the stiffness, the answer is 0.43 GPa. That is wrong as well, because the film is stretched in two directions at once. The thermal stress for these inputs is 0.585 GPa: the first attempt is 54 % too high relative to it and the second 26 % too low. A film designed on either number has the wrong margin against yielding or cracking, and its wafer will not bend by the predicted amount.

Three questions have to be settled: which strain, which modulus, and at which temperature the modulus is taken. I start with a case in one dimension and add one feature at a time.

### A bar between rigid walls

A bar has Young's modulus $E$ and a constant linear expansion coefficient $\alpha_f$. At temperature $T_0$ it just fits between two rigid walls, is bonded to them and carries no stress. The temperature then changes to $T$.

Tensile stress and extension are positive throughout. The total strain of the bar is the strain it would have if free, plus the elastic strain $\sigma/E$ caused by stress. The walls do not move, so the total is zero:

$$\alpha_f(T-T_0)+\frac{\sigma}{E}=0,\qquad \sigma=-E\alpha_f(T-T_0).$$

On cooling, $T-T_0<0$ and $\sigma>0$. The bar tries to shorten, the walls prevent it, and it is in tension. The stress comes from the contraction that is prevented; a free bar contracts without stress.

Now let the distance between the walls change as a body with coefficient $\alpha_s$ would. The total strain is then $\alpha_s(T-T_0)$ instead of zero:

$$\alpha_f(T-T_0)+\frac{\sigma}{E}=\alpha_s(T-T_0),\qquad \sigma=E(\alpha_s-\alpha_f)(T-T_0).$$

**Limits.** For $\alpha_s=0$ the rigid-wall result returns. For $\alpha_s=\alpha_f$ the stress vanishes at every temperature, as it must when bar and walls change length together. The order "substrate minus film" is tied to the convention that tension is positive.

### Expansion coefficients that vary with temperature

The coefficient is defined by the relative change of the current free length $L$:

$$\alpha(T)=\frac{1}{L}\frac{dL}{dT}.$$

Separating the variables and integrating from $T_0$ to $T$ gives

$$\ln\frac{L(T)}{L(T_0)}=\int_{T_0}^{T}\alpha(T')\,dT',\qquad L(T)=L(T_0)\exp\int_{T_0}^{T}\alpha(T')\,dT'.$$

This holds separately for the detached film, with $\alpha_f$, and for the detached substrate, with $\alpha_s$. Their lengths are equal at $T_0$, where the bonded film is free of stress. Suppose that the substrate is so thick that the film cannot deform it. The bonded film then has the length $L_s(T)$, although its free length would be $L_f(T)$. Its elastic strain, measured from its own free length at $T$, is

$$\varepsilon=\frac{L_s(T)-L_f(T)}{L_f(T)}=\frac{L_s(T)}{L_f(T)}-1=e^{\varepsilon_m}-1,$$

$$\varepsilon_m=\int_{T_0}^{T}\left[\alpha_s(T')-\alpha_f(T')\right]dT'.$$

I call $\varepsilon_m$ the mismatch strain. Since $e^{\varepsilon_m}-1=\varepsilon_m+\varepsilon_m^2/2+\dots$, the elastic strain equals $\varepsilon_m$ to first order. The relative difference is about $\varepsilon_m/2$.

**Limit.** Constant coefficients can be taken out of the integral, which leaves $(\alpha_s-\alpha_f)(T-T_0)$ as before.

For the example I take coefficients linear in temperature, with rough typical values. With $\theta=T-300\ \mathrm K$,

$$\alpha_f=8.2\times10^{-6}\,\mathrm{K^{-1}}+(6.0\times10^{-9}\,\mathrm{K^{-2}})\,\theta,$$

$$\alpha_s=2.6\times10^{-6}\,\mathrm{K^{-1}}+(5.0\times10^{-9}\,\mathrm{K^{-2}})\,\theta.$$

Cooling from 500 K to 300 K runs $\theta$ from 200 K to 0. The integral of $\theta$ over this path is $-(200)^2/2=-2.0\times10^4\ \mathrm{K^2}$. The free strains are therefore

$$\text{film: } -1.640\times10^{-3}-0.120\times10^{-3}=-1.760\times10^{-3},$$

$$\text{substrate: } -0.520\times10^{-3}-0.100\times10^{-3}=-0.620\times10^{-3}.$$

Their difference, substrate minus film, is

$$\varepsilon_m=-0.620\times10^{-3}+1.760\times10^{-3}=1.140\times10^{-3}.$$

It is positive, so the film is stretched. The ratio of the free lengths gives $1.14065\times10^{-3}$, which is 0.057 % more relative to $\varepsilon_m$, in agreement with $\varepsilon_m/2$. Departures from linear elasticity also enter the stress at second order in strain, and they can be much larger than this difference. It is therefore neither an estimate of the total error nor a correction to apply by itself.

Both coefficients fall on cooling, and at nearly the same rate, so most of the variation cancels in the difference. With these linear fits, keeping both at their 300 K values would lower the final stress by 1.8 %. The figure is no larger than the error of the fits themselves: the measured coefficient of silicon is curved in this range, and using it brings the figure close to zero. Where the two slopes differ strongly, the integral matters more.

### Two directions: the biaxial modulus

A film is held along two directions, $x$ and $y$, and is free along its normal $z$. Consider a wide film of uniform thickness at uniform temperature, far from its edges. No position in the plane is distinguished there, so the stress does not depend on $x$ or $y$. Equilibrium without body forces requires

$$\frac{\partial\sigma_{xz}}{\partial x}+\frac{\partial\sigma_{yz}}{\partial y}+\frac{\partial\sigma_{zz}}{\partial z}=0.$$

The first two terms vanish, so $\sigma_{zz}$ is the same at every depth. It is zero at the free top face and hence zero throughout the film. The two other equilibrium equations give, in the same way, $\sigma_{xz}=\sigma_{yz}=0$.

Let the film be elastically isotropic, with Poisson ratio $\nu$, and let film and substrate each expand equally along $x$ and $y$. Then both in-plane elastic strains equal $\varepsilon$ and both in-plane stresses equal $\sigma$. Hooke's law for the $x$ direction reads

$$\varepsilon=\frac{1}{E}\left(\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}\right)=\frac{1}{E}(\sigma-\nu\sigma-0)=\frac{1-\nu}{E}\,\sigma.$$

Solving for the stress,

$$\sigma=M_f\,\varepsilon,\qquad M_f=\frac{E}{1-\nu}.$$

This is the biaxial modulus. It exceeds $E$ for positive $\nu$ because tension along $y$ tends to shorten the film along $x$; more stress along $x$ is then needed to hold the same strain. Along the normal the film becomes thinner:

$$\varepsilon_{zz}=\frac{1}{E}(0-\nu\sigma-\nu\sigma)=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,\varepsilon.$$

**Limits.** For $\nu=0$ the two directions do not influence each other and $M_f=E$, the result for the bar. For $\nu\to1/2$, $M_f\to2E$ and $\varepsilon_{zz}\to-2\varepsilon$. The elastic volume change $2\varepsilon+\varepsilon_{zz}$ then vanishes, as it should for an incompressible film.

With the rough values $E=380$ GPa and $\nu=0.26$ at 300 K, $M_f=380/0.74=513.5$ GPa.

### At which temperature the modulus is taken

The modulus also changes with temperature. One might build up the stress in small steps, multiplying each increment of mismatch by the modulus at that moment:

$$\sigma\overset{?}{=}\int_{T_0}^{T}M_f(T')\left[\alpha_s(T')-\alpha_f(T')\right]dT'.$$

For an elastic film this is wrong. Elastic means that the stress is fixed by the present strain and temperature, whatever the path that led there: $\sigma=M_f(T)\,\varepsilon$. Its differential has two terms,

$$d\sigma=M_f\,d\varepsilon+\varepsilon\,\frac{dM_f}{dT}\,dT,$$

and the step-by-step integral keeps the first alone. The second says that a film already under strain changes its stress when its stiffness changes.

A closed cycle exposes the fault. Let $M_f(T)=M_{300}(1-k\theta)$ with $k=2.0\times10^{-4}\ \mathrm{K^{-1}}$, a rough value, and let a parameter $s$ run from 0 to $2\pi$ in

$$T=400\ \mathrm K+(100\ \mathrm K)\cos s,\qquad \varepsilon=10^{-3}\sin s.$$

Strain and temperature return to their starting values, so the stress must return too. Here $\theta=(100\ \mathrm K)(1+\cos s)$ and $d\varepsilon=10^{-3}\cos s\,ds$. The integral of $\cos s$ over the cycle is zero and that of $\cos^2 s$ is $\pi$. The first term alone therefore gives

$$\oint M_f\,d\varepsilon=-M_{300}\,k\,(100\ \mathrm K)\,10^{-3}\,\pi=-32\ \mathrm{MPa}.$$

For the second term, $dM_f/dT=-kM_{300}$ and $dT=-(100\ \mathrm K)\sin s\,ds$, so

$$\oint\varepsilon\,\frac{dM_f}{dT}\,dT=+M_{300}\,k\,(100\ \mathrm K)\,10^{-3}\int_0^{2\pi}\sin^2 s\,ds=+32\ \mathrm{MPa}.$$

The sum is zero. The modulus therefore stands outside the integral and is taken at the final temperature:

$$\boxed{\;\sigma_f(T)=M_f(T)\int_{T_0}^{T}\left[\alpha_s(T')-\alpha_f(T')\right]dT'\;}$$

**Limit.** If $M_f$ does not depend on temperature, both forms agree.

One point about $\alpha_f$ follows from the same reasoning. Under a constant biaxial stress the total in-plane strain of the film is its free strain plus $\sigma/M_f(T)$. Its temperature derivative is

$$\alpha_f+\sigma\frac{d}{dT}\frac{1}{M_f}=\alpha_f-\frac{\sigma}{M_f^2}\frac{dM_f}{dT}.$$

A film whose modulus falls with temperature thus expands slightly faster under tension. The coefficient in the boxed formula is that of the unstressed film, because it was defined through the free length.

### The numbers of the example

At 300 K,

$$\sigma_f=513.5\ \mathrm{GPa}\times1.140\times10^{-3}=0.585\ \mathrm{GPa}=585\ \mathrm{MPa},$$

in tension. The form with the modulus inside the integral gives 0.574 GPa, 2.0 % too low. The size of this error can be traced. The mismatch builds up almost evenly between 500 K and 300 K, so that form uses roughly the modulus at the middle temperature, 400 K, which is lower than the final one by $k\times100\ \mathrm K=2\,\%$.

The same formula gives 0.289 GPa at 400 K, zero at 500 K and $-0.282$ GPa at 600 K. Above $T_0$ the film tries to grow more than the wafer allows and is compressed. The stress at 600 K is slightly smaller in size than at 400 K. The mismatch strain is slightly larger at 600 K, because the difference of the coefficients grows with temperature, but with these inputs the softer modulus outweighs this. The balance is close and belongs to the linear fits. The measured coefficient of silicon levels off, to about $3.8\times10^{-6}\,\mathrm{K^{-1}}$ at 600 K against $4.1\times10^{-6}\,\mathrm{K^{-1}}$ on the line, and this is enough to reverse the order.

## Second half: finite substrates, crystal texture and failure of the formula

### Symbols and results carried over

Tension is positive. The film has thickness $h_f$, Young's modulus $E$, Poisson ratio $\nu$ and biaxial modulus $M_f=E/(1-\nu)$. The substrate has thickness $h_s$ and biaxial modulus $M_s$. The pair is free of stress at $T_0$. With $\alpha_s$ and $\alpha_f$ the expansion coefficients of the unstressed substrate and film, the mismatch strain is $\varepsilon_m=\int_{T_0}^{T}(\alpha_s-\alpha_f)\,dT'$. On a substrate that does not yield to the film, the stress away from the edges is $\sigma_f=M_f(T)\,\varepsilon_m$.

The example is a rhodium film cooled from 500 K to 300 K on a (100) silicon wafer, with $M_f=513.5$ GPa, $\varepsilon_m=1.140\times10^{-3}$ and $\sigma_f=0.585$ GPa. Now $h_f=20$ nm, $h_s=500\ \mu$m and $M_s=180$ GPa are added, the last again a rough typical value.

### A substrate that gives way

The film in tension pulls on the substrate with the force per unit width $N=\sigma_f h_f$. Let $e$ be the in-plane strain of the substrate measured from its free size at $T$. The elastic strain of the film is then $\varepsilon_m+e$, where $e$ is taken at the interface.

Suppose first that the substrate is held flat but may contract in its plane. Its stress is $M_s e$, and the total force across a section must vanish:

$$M_s e\,h_s+N=0,\qquad e=-\frac{N}{M_s h_s}.$$

With $r=M_f h_f/(M_s h_s)$, the film stress becomes

$$\sigma_f=M_f\left(\varepsilon_m-\frac{\sigma_f h_f}{M_s h_s}\right)=M_f\varepsilon_m-r\sigma_f,\qquad \sigma_f=\frac{M_f\varepsilon_m}{1+r}.$$

A free wafer also bends, because the film pulls on one side. Measure $z$ from its mid-plane, with the film at $z=h_s/2$, and neglect the film's own thickness. In a thin plate under small uniform bending the in-plane strain varies linearly with depth, $e(z)=e_0+\kappa z$. The force balance fixes $e_0$ as above, since the part $\kappa z$ integrates to zero:

$$e_0=-\frac{N}{M_s h_s}.$$

The moment about the mid-plane must vanish as well. In the substrate the part $e_0$ gives no moment, and $\int z^2dz=h_s^3/12$ between the two faces:

$$M_s\kappa\,\frac{h_s^3}{12}+N\,\frac{h_s}{2}=0,\qquad \kappa=-\frac{6N}{M_s h_s^2}.$$

The negative sign means that the film side is the shorter one, so a film in tension makes the wafer concave on the film side. At the interface the substrate strain is

$$e_0+\kappa\frac{h_s}{2}=-\frac{N}{M_s h_s}-\frac{3N}{M_s h_s}=-\frac{4N}{M_s h_s}.$$

Bending adds three times as much contraction as the in-plane force does. Putting this into $\sigma_f=M_f(\varepsilon_m+e)$, and using $N\approx M_f\varepsilon_m h_f$ in the small correction, gives to first order in $r$

$$\sigma_f\approx M_f\varepsilon_m\left(1-\frac{4M_f h_f}{M_s h_s}\right).$$

The thermal stress of an elastic film on a thick substrate is the biaxial modulus at the final temperature times the mismatch strain, and a substrate that contracts and bends lowers it, to first order, by the fraction $4M_f h_f/(M_s h_s)$. What remains is to see how large this correction is and where it fails, and to treat the wafer's curvature, the film's edges, crystal texture, growth stress and the limit set by dislocations.

All numerical values are calculated from the stated model.
